# Why cation adsorption moves the two zero points of an oxide apart

**Question.** An oxide in an indifferent salt has one pH at which both its proton charge and its zeta potential vanish. When a cation that binds specifically is added, the zero of zeta (the isoelectric pH, IEP) moves up, and the zero of proton charge (the proton point of zero charge, PZC) moves down. Why does one adsorption process shift them in opposite directions, and by how much?

**Answer.**

**The mechanism**

The two zeros belong to different charges. Titration follows the protons gained or lost by the surface. Electrokinetics responds to the sum of the proton charge and the charge of the bound cations, because both lie inside the shear plane.

At fixed proton charge, a bound cation makes the potential near the surface more positive, which repels protons. It also occupies a group that a proton could have used. Some protons therefore leave, and at a given pH the proton charge falls. More acid is then needed to bring it back to zero, and the PZC drops.

The released protons do not cancel all the charge that the cation brought. Suppose they did. The net charge, and with it the potential just outside the bound cations, would be as before. The surface itself, having lost protons, would be at a lower potential than before and would demand a higher ratio of protonated to free groups. Yet protonated groups have been lost, while free groups have not become fewer: a cation of valence $z\ge1$ would have released $z$ protons and covered one group. The assumption contradicts itself, and releasing still more protons would only sharpen the contradiction. Some positive charge remains, and more base is needed to remove it, so the IEP rises.

**The model**

Let the surface carry $N$ groups per unit area. A free group has charge $-\tfrac12$ (in units of $e$) and a protonated one $+\tfrac12$. A cation binds to a free group, with its charge placed at the Stern plane, a short distance outside. The fractions of protonated, cation-bound and free groups are $p$, $m$ and $f=1-p-m$. The proton charge, cation charge and net charge are

$$\sigma_H=eN\left(p-\tfrac12\right),\qquad \sigma_M=zeNm,\qquad q=\sigma_H+\sigma_M .$$

Let $V_T=kT/e$, and let $y_0$ and $y_1$ be the potentials of the surface and the Stern plane divided by $V_T$. A capacitance $C$ per unit area separates the planes:

$$y_0-y_1=\frac{\sigma_H}{CV_T}.$$

Outside lies a diffuse layer of 1:1 salt with number density $n$ and permittivity $\varepsilon$. The Poisson–Boltzmann equation is $y''=\kappa^2\sinh y$ with $\kappa^2=2e^2n/(\varepsilon kT)$. Multiplying by $y'$ and integrating from the bulk gives $y'^2=2\kappa^2(\cosh y-1)=4\kappa^2\sinh^2(y/2)$. Gauss's law, $q=-\varepsilon V_Ty'$ at the Stern plane, then yields

$$q=A\sinh\frac{y_1}{2},\qquad A=2\varepsilon\kappa V_T=\sqrt{8\varepsilon kTn}.$$

Zeta is identified with $V_Ty_1$. If the shear plane lies further out, zeta is smaller in magnitude but vanishes at the same pH, since the potential decays without changing sign.

Write $h=10^{\mathrm{pH}_0-\mathrm{pH}}$, where $\mathrm{pH}_0$ is the pristine zero point, and $b=K_Ma_M$, the binding constant times the cation activity. The free energy per group, in units of $kT$, is

$$\phi=p\ln p+m\ln m+f\ln f-p\ln h-m\ln b+\frac{\sigma_H^2}{2CV_TeN}+\frac1{eN}\int_0^{q}y_1(s)\,ds .$$

The last two terms are the work of charging the capacitor and the diffuse layer. Since $\partial f/\partial p=\partial f/\partial m=-1$, setting the derivatives to zero gives

$$\ln\frac pf-\ln h+\frac{\sigma_H}{CV_T}+y_1=0,\qquad \ln\frac mf-\ln b+zy_1=0,$$

that is,

$$\frac pf=h\,e^{-y_0},\qquad \frac mf=b\,e^{-zy_1}.$$

The model uses unit activity coefficients, a fixed cation activity and no cation hydrolysis.

**Opposite signs at every pH**

Differentiate the two conditions once more. With $g_0=eN/(CV_T)$ and $g_d=eN\,dy_1/dq$, both positive, the second derivatives of the free energy without its $\ln h$ and $\ln b$ terms are

$$H_{pp}=\frac1p+\frac1f+g_0+g_d,\quad H_{pm}=\frac1f+zg_d,\quad H_{mm}=\frac1m+\frac1f+z^2g_d .$$

The mixing terms are strictly convex and the charging terms are convex, so the equilibrium is unique and $D=H_{pp}H_{mm}-H_{pm}^2>0$. Small changes obey

$$H_{pp}\,dp+H_{pm}\,dm=d\ln h,\qquad H_{pm}\,dp+H_{mm}\,dm=d\ln b .$$

At fixed pH, $d\ln h=0$, and solving the pair gives

$$\frac{\partial p}{\partial\ln b}=-\frac{H_{pm}}{D}<0,\qquad \frac{\partial m}{\partial\ln b}=\frac{H_{pp}}{D}.$$

For the net charge the terms $zg_d$ cancel:

$$\frac{\partial(p+zm)}{\partial\ln b}=\frac{zH_{pp}-H_{pm}}{D}=\frac1D\left[\frac zp+\frac{z-1}f+zg_0\right]>0 .$$

Thus, within this model and at every pH, the cation lowers the proton charge and raises the net charge, and zeta with it. Fewer than $z$ protons leave per cation bound.

At fixed $b$ the same pair gives $\partial m/\partial\ln h=-H_{pm}/D$, equal to $\partial p/\partial\ln b$. Proton release by the cation and cation uptake that grows with pH are therefore the same property of the surface.

**The proton PZC**

Here $p=\tfrac12$, so $\sigma_H=0$, the capacitor is uncharged and $y_0=y_1=y$. Put $u=be^{-zy}$. Then $m=uf$ and $f+m=\tfrac12$, so $f=1/[2(1+u)]$ and $p/f=1+u$. Equating this to $he^{-y}$ and taking logarithms,

$$\mathrm{pH}_{\rm PZC}=\mathrm{pH}_0-\frac{y+\ln(1+u)}{\ln10}.$$

The net charge is that of the cations alone, which fixes $y$:

$$\frac{zeN}{2}\,\frac{u}{1+u}=A\sinh\frac y2 .$$

The left side is positive and falls with $y$, while the right side rises from zero, so there is one root and it is positive. The term $y$ is electrostatic repulsion of protons; the term $\ln(1+u)$ is the blocking of groups by cations. Both lower the PZC.

**The IEP**

Here $y_1=0$ and $q=0$, so $m=bf$ and $p=\tfrac12-zm$. Inserting these in $p+m+f=1$ gives

$$f\,[1-(z-1)b]=\tfrac12,\qquad m=\frac{b}{2[1-(z-1)b]},$$

$$\frac pf=\frac1{2f}-zb=1-(2z-1)b .$$

The surface potential is $y_0=\sigma_H/(CV_T)=-zeNm/(CV_T)$. From $\ln(p/f)=\ln h-y_0$,

$$\mathrm{pH}_{\rm IEP}=\mathrm{pH}_0+\frac1{\ln10}\left[\frac{zeNm}{CV_T}-\ln\bigl(1-(2z-1)b\bigr)\right].$$

Both terms are positive. The second is the change in group populations needed to balance the cations. The first arises because the proton charge must be negative, which makes the surface potential negative; this attracts protons, and extra base is needed to keep them off.

A solution requires $p>0$, hence $b<1/(2z-1)$. For stronger binding, even a surface stripped of protons is overcompensated by cations. Zeta is then positive at all pH and no IEP exists, although the PZC remains.

**A worked example**

Take round model values: $\mathrm{pH}_0=8$, $N=5\ \mathrm{nm^{-2}}$, $C=1\ \mathrm{F/m^2}$, 0.01 mol/L salt, relative permittivity 78.5 and 298.15 K. These give $eN=0.8011\ \mathrm{C/m^2}$, $V_T=25.69$ mV and $A=0.01174\ \mathrm{C/m^2}$. A divalent cation at $10^{-4}$ mol/L with $K_M=500$ L/mol has $b=0.05$.

For the IEP, $m=0.05/(2\times0.95)=0.02632$. The cation charge is $2\times0.8011\times0.02632=0.0422\ \mathrm{C/m^2}$, which puts the surface at $-42.2$ mV. Therefore

$$\mathrm{pH}_{\rm IEP}=8+\frac{42.16/25.69}{2.303}-\log_{10}(0.85)=8+0.713+0.071=8.78 .$$

For the PZC, numerical root finding gives $y=0.959$, so zeta is 24.6 mV there. With $u=0.05\,e^{-1.917}=0.0074$,

$$\mathrm{pH}_{\rm PZC}=8-\frac{0.959}{2.303}-\log_{10}(1.0074)=8-0.416-0.003=7.58 .$$

The zero points are now 1.20 pH units apart. Repulsion accounts for nearly all of the PZC shift.

Solving the coupled equations numerically at other pH values gives the following, with each pair listed as without / with cation:

| pH | $\sigma_H$ (mC/m²) | zeta (mV) |
|---|---|---|
| 6 | 29.6 / 29.5 | 85.0 / 85.0 |
| 7 | 11.9 / 11.1 | 45.7 / 46.6 |
| 8 | 0.0 / −11.9 | 0.0 / 12.9 |
| 9 | −11.9 / −51.7 | −45.7 / −2.3 |
| 10 | −29.6 / −98.3 | −85.0 / −9.7 |

At pH 8 the cations bring 14.8 mC/m² and the protons take away 11.9, leaving 3.0 mC/m². This is 1.60 protons released per divalent cation, below the bound of 2. At pH 6 the effect is tiny because the Boltzmann factor $e^{-2y_1}$, with $y_1=85.0/25.69=3.3$, keeps the cations away.

**What each zero point senses**

The capacitance $C$ is absent from the PZC equations, and the salt is absent from the IEP equations. At the PZC the inner capacitor is uncharged; at the IEP the diffuse layer is. At fixed $b$, raising the salt from 0.001 to 0.01 and 0.1 mol/L moves the PZC from 7.41 to 7.58 and 7.73, while the IEP stays at 8.78. More salt raises $A$ and screens the cation charge, so $y$ falls. The constancy of the IEP holds at fixed cation activity. At fixed cation concentration, salt lowers the activity coefficient of a divalent ion (about 0.85, 0.66 and 0.37 at these three salt levels by the Davies equation), so $b$ falls and the IEP drops from 8.66 to 8.51 and 8.28. In the formal limit $y\to0$, which lies far beyond any real salt concentration, the PZC shift would reduce to the blocking term $-\log_{10}(1+b)=-0.02$. In the opposite idealization, $C\to\infty$, the IEP shift shrinks to its population term, 0.07.

Binding strength widens the gap unevenly. For $b=0.01$ the PZC and IEP are 7.78 and 8.15; for $b=0.10$ they are 7.48 and 9.66. Over this range the IEP shift grows almost in proportion to $b$, mainly through the capacitor term; the logarithm diverges only as $b$ approaches the limit $1/3$. With these model values the IEP leaves the aqueous pH range before that formal limit: it is 11.8 at $b=0.2$ and 14.8 at $b=0.3$. At $b=0.40$ zeta is still $+7.9$ mV at pH 12.

Is competition for groups essential? Let the cations bind instead to separate sites of density $N/2$, leaving every proton group open. At the PZC the equation for $y$ is unchanged and the blocking term disappears, giving $8-0.416=7.58$. At the IEP, $m=b/[2(1+b)]$, and the free fraction of proton groups is $1-p=\tfrac12+zm$, so

$$\mathrm{pH}_{\rm IEP}=\mathrm{pH}_0+\frac1{\ln10}\left[\frac{zeNm}{CV_T}+\ln\frac{\frac12+zm}{\frac12-zm}\right]=8.73 .$$

The opposite shifts survive, so electrostatic coupling suffices.

**Where the model stops**

The diffuse layer was treated as pure 1:1 salt. Including the divalent cation and its anions there raises the PZC by 0.002 pH units at 0.01 mol/L salt and by about 0.016 at 0.001 mol/L, and leaves the IEP unchanged, since that layer is uncharged at the IEP. If the oxide takes up much of the cation, $a_M$ falls as pH rises, and each formula must be used with the activity at its own zero point. Hydrolysed cations, or cations whose charge lies partly in the surface plane, need further terms in the free energy. Finally, a titration yields changes in $\sigma_H$; locating the PZC requires an absolute reference, such as the pristine surface at $\mathrm{pH}_0$.

Numerical values quoted here were computed with a short program.
